# Local permittivity profiles of slabs from window-averaged induced charge

## A uniform slab with sharp faces

Take a slab of thickness $L$ and permittivity $\epsilon$ in vacuum, with a uniform displacement field $D$ along its normal $z$. In Hartree atomic units with Gaussian electrostatics, $dE/dz=4\pi\rho$. The field polarizes the slab and leaves charge $-P$ per area on the left face and $+P$ on the right. Inside,

$$E=D-4\pi P=\frac{D}{\epsilon},\qquad\text{so}\qquad \frac{4\pi P}{D}=1-\frac1\epsilon\equiv b .$$

The induced charge alone thus gives $\epsilon$. Now average the polarization over a box of length $\ell<L$. As the box crosses a face, the fraction of it inside the slab rises linearly from 0 to 1. The averaged inverse permittivity therefore falls linearly from 1 to $1/\epsilon$ over a distance $\ell$, although the face is sharp. The plateau keeps its height and shrinks to length $L-\ell$. The width of the transition belongs to the window, not to the slab.

A real slab differs in two ways: its interior field varies within each lattice period, and its faces have structure. The window must remove the first without hiding too much of the second.

## The profile

Let $\rho(z)$ be the linear induced charge density averaged over the surface cell. Lateral periodicity removes the in-plane derivatives from Gauss's law, so the planar-averaged $E_z$ obeys $dE/dz=4\pi\rho$. Define

$$p(z)=-\int_{-\infty}^{z}\rho(z')\,dz',\qquad \frac{dp}{dz}=-\rho .$$

Integrating Gauss's law from the vacuum, where $E=D$ and $p=0$, gives $E(z)=D-4\pi p(z)$. Let $w$ be an even window with unit integral, and let a subscript $w$ denote convolution with it. The constant $D$ is unchanged by averaging, hence

$$\boxed{\frac1{\epsilon_w(z)}=\frac{E_w(z)}{D}=1-\frac{4\pi p_w(z)}{D}}$$

Convolution commutes with integration, so it does not matter whether $\rho$ or $p$ is averaged. The average must be taken before the reciprocal.

This $\epsilon_w$ describes the response to a uniform $D$. The microscopic response is nonlocal, so the profile need not predict the response to a field that varies across the slab. With the ions held fixed it is the electronic permittivity; a static profile needs the ionic displacement charge in $\rho$ as well.

An electron in a field $E$ along $+z$ feels the force $-E$, so its potential energy $\delta V$ has slope $+E$. For a box window,

$$\frac1{\epsilon_w(z)}=\frac{1}{D\ell}\int_{z-\ell/2}^{z+\ell/2}E\,dz'
=\frac{\delta V(z+\ell/2)-\delta V(z-\ell/2)}{D\ell}.$$

This gives a check on the charge integration from the self-consistent potential.

## Obtaining the induced charge

The model used for the numbers has one column of electrons per surface area $A$, with in-plane motion frozen. To first order the perturbation mixes empty orbitals $c$ into an occupied orbital $v$:

$$\delta\psi_v=\sum_c\psi_c\frac{\langle c|\delta V|v\rangle}{\varepsilon_v-\varepsilon_c}.$$

Mixing among occupied orbitals cancels in the density. The change of electron number per length is $\delta n=2\cdot2\,\mathrm{Re}\sum_v\psi_v^*\delta\psi_v$, with one factor 2 for spin and one for the two terms in the variation of $|\psi_v|^2$. For real orbitals this means $\delta n=\chi_0\delta V$ with

$$\chi_0(z,z')=4\sum_{vc}\frac{\psi_v(z)\psi_c(z)\psi_v(z')\psi_c(z')}{\varepsilon_v-\varepsilon_c}.$$

The induced Hartree energy obeys $\delta V_H''=-4\pi\,\delta n/A$. Since $|z|''=2\delta(z)$, its kernel is $K=-2\pi|z-z'|/A$. The external energy is $Dz$, so

$$(1-\chi_0K)\,\delta n=\chi_0\,Dz,\qquad \rho=-\delta n/A .$$

The induced charge has zero sum and leaves no field outside, so the vacuum field stays equal to $D$. A full calculation adds the exchange-correlation kernel to $K$ in the density response; the Gauss-law step is unchanged.

**Periodic cells.** A response code for repeated slabs may fix the cell-averaged field $\bar E$ instead of $D$. Let $m=\int p\,dz$ be the dipole per area. Integration by parts gives

$$m=[zp]-\int z\,\frac{dp}{dz}\,dz=\int z\rho\,dz ,$$

because $p$ vanishes on both sides. With $m=\alpha D$ and cell length $L_c$, averaging $E=D-4\pi p$ gives

$$\bar E=D-\frac{4\pi m}{L_c},\qquad
\frac1{\epsilon_{\rm cell}}=\frac{\bar E}{D}=1-\frac{4\pi\alpha}{L_c}.$$

The normalizing field is therefore $D=\bar E+4\pi m/L_c$. Dividing by $\bar E$ instead would make the profile depend on the amount of vacuum.

## Bulk reference from d/dk

The plateau needs a reference that does not use the slab. For a Bloch state $\psi=e^{ikz}u$, differentiation gives $\partial_k\psi=iz\psi+e^{ikz}\partial_ku$, hence

$$z\psi=-i\,\partial_k\psi+i\,e^{ikz}\partial_ku .$$

In a wave packet $\int f(k)\psi_k\,dk$ of occupied states, the first term can be integrated by parts. The derivative then acts on $f$ and leaves occupied states. Only the second term reaches the empty bands, so the required matrix element is $Z_{cv}=i\langle c|\partial_kv\rangle$. Differentiating $H_k|v\rangle=\varepsilon_v|v\rangle$ and projecting on $c$ gives

$$\langle c|\partial_kH|v\rangle+(\varepsilon_c-\varepsilon_v)\langle c|\partial_kv\rangle=0,
\qquad Z_{cv}=\frac{i\langle c|\partial_kH|v\rangle}{\varepsilon_v-\varepsilon_c}.$$

With macroscopic field $E$ and periodic induced energy $\delta v$, the first-order amplitude is $(EZ_{cv}+\langle c|\delta v|v\rangle)/(\varepsilon_v-\varepsilon_c)$. The electron charge supplies the minus sign in

$$P=-\frac{4}{AaN_k}\,\mathrm{Re}\sum_{kvc}Z_{cv}^*\,
\frac{EZ_{cv}+\langle c|\delta v|v\rangle}{\varepsilon_v-\varepsilon_c},\qquad
\epsilon=1+\frac{4\pi P}{E},$$

where $a$ is the period and $N_k$ the number of $k$ points. Self-consistency is $\delta v_G=4\pi\,\delta n_G/(AG^2)$ for $G\ne0$; the $G=0$ part is excluded because $E$ is held fixed.

## What the window leaves in the interior

Deep inside a thick slab the microscopic field is periodic:

$$\frac{E(z)}{D}=\sum_G f_Ge^{iGz},\qquad f_0=\frac1\epsilon .$$

The zeroth coefficient is the mean field over a period, which is the macroscopic field. Averaging multiplies each term by the transform of the window. For a box,

$$\hat w(G)=\frac1\ell\int_{-\ell/2}^{\ell/2}e^{-iGs}\,ds=\frac{\sin(G\ell/2)}{G\ell/2}.$$

With $G=2\pi n/a$ and $\ell=ma$, for integers $n\ne0$ and $m\ge1$, the numerator is $\sin(\pi nm)=0$. Every harmonic is removed and the plateau is $\epsilon$.

For other lengths, let $F=2|f_{2\pi/a}|$ be the amplitude of the first harmonic. From $\delta\epsilon=-\epsilon^2\,\delta(1/\epsilon)$, the ripple in $\epsilon_w$ has amplitude

$$\Delta\epsilon\simeq\epsilon^2F\left|\frac{\sin(\pi\ell/a)}{\pi\ell/a}\right| ,$$

to first order and with the higher harmonics dropped. If $\ell=a(1+\eta)$ with small $\eta$, the last factor is $|\sin(\pi\eta)|/[\pi(1+\eta)]\simeq|\eta|$, so $\Delta\epsilon/\epsilon\simeq\epsilon F|\eta|$.

A Gaussian of standard deviation $\sigma$ has $\hat w=e^{-G^2\sigma^2/2}$. It has no zero, but it does not depend on a precise match to the period.

## What the window preserves, and what it broadens

**Integral.** Since $w$ has unit integral, $\int p_w\,dz=\int p\,dz$, and

$$\int\left(1-\frac1{\epsilon_w}\right)dz=4\pi\alpha$$

for every window. Dividing by the bulk value of the integrand defines a dielectric thickness $L_d=4\pi\alpha/(1-1/\epsilon)$.

**Position.** Let $q=1-1/\epsilon_w$. In a symmetric slab $q$ is even. On the left half, $q'$ weights the interface, with total weight $q(0)=b$. Its mean position is

$$\frac1b\int_{-\infty}^0zq'\,dz=\frac1b\left([zq]-\int_{-\infty}^0q\,dz\right)=-\frac{4\pi\alpha}{2b}=-\frac{L_d}{2}.$$

The boundary does not move with the window while a plateau at the bulk value survives.

**Width.** A box of length $ma$ is a box of length $a$ convolved with $m$ equally weighted points spaced by $a$ and centred on zero. After the first average the interior ripple is gone, so $q'$ is localized at the interface. Convolution with a centred kernel then adds variances, because the cross term vanishes. The variance of the points is

$$a^2\left[\frac{(m-1)(2m-1)}6-\frac{(m-1)^2}4\right]=\frac{(m^2-1)a^2}{12},$$

which gives $\mathrm{Var}(ma)=\mathrm{Var}(a)+(m^2-1)a^2/12$ while the two interfaces remain separate.

**The integral of $\epsilon_w-1$ is not preserved.** A box of length $2a$ averages two shifted copies $f_1,f_2$ of the $1/\epsilon_w$ belonging to length $a$. For positive values the reciprocal is convex:

$$\frac{1}{(f_1+f_2)/2}\le\frac12\left(\frac1{f_1}+\frac1{f_2}\right).$$

Integrating over $z$ shows that $I(\ell)=\int(\epsilon_w-1)\,dz$ cannot rise from $a$ to $2a$, nor from $2a$ to $4a$. The sharp slab gives its size. Each ramp contributes

$$\int_0^\ell\left[\frac1{1-bs/\ell}-1\right]ds=\ell\left[-\frac{\ln(1-b)}b-1\right]=\ell\left[\frac{\epsilon\ln\epsilon}{\epsilon-1}-1\right].$$

Adding two ramps to the plateau $(\epsilon-1)(L_d-\ell)$ yields

$$I(\ell)\simeq(\epsilon-1)L_d+\ell\left[\frac{2\epsilon\ln\epsilon}{\epsilon-1}-(\epsilon+1)\right].$$

**Window longer than the slab.** If the centred box contains all the induced charge, it contains all of $p$, and $1/\epsilon_w(0)=1-4\pi\alpha/\ell$. This is a series mixture of slab and vacuum. It tends to 1 as $\ell$ grows and is not a bulk property.

## Algorithm

On a grid of step $h$, treat the induced charge at each node as a charged sheet. Then $p$ is constant between nodes and the integral of $E$ is piecewise linear. Interpolating that integral gives the box average for any $\ell$, without rounding the window to the grid.

```
input: nodes z[i], sheet charges s[i] per area,
       vacuum field D, or cell-averaged field Ebar
m = sum_i z[i]*s[i]
if Ebar was supplied: D = Ebar + 4*pi*m/Lcell
check |sum_i s[i]| is negligible
p[i+1/2] = -sum_{j<=i} s[j]
f[i+1/2] = 1 - 4*pi*p[i+1/2]/D
F[0] = 0;  F[i+1] = F[i] + h*f[i+1/2]
extend F with slope 1 into the vacuum
for each window length l, starting with l = a:
    g(z) = (F(z+l/2) - F(z-l/2))/l
    check integral(1-g) = 4*pi*m/D
    record g; form eps = 1/g where g is safely positive
compare the plateau with the bulk d/dk value
```

In a periodic cell, start the sum in the vacuum and take $z$ continuous across the slab.

**Cost.** The profile takes $O(M)$ operations for $M$ nodes, plus $O(M)$ per window on an ordered grid. The response dominates. With dense matrices, diagonalization and the linear solve cost $O(M^3)$, and building $\chi_0$ from $N_o$ occupied and $N_e$ empty orbitals costs $O(N_oN_eM^2)$.

**Stability of the response.** The direct solve needs no mixing. If the Hartree response is iterated with mixing factor $\beta$, an error component belonging to eigenvalue $-\lambda$ of $K\chi_0$ is multiplied by $1-\beta(1+\lambda)$ at each step. On neutral densities $\lambda\ge0$, because $K$ is positive and $\chi_0$ is negative semidefinite. Convergence therefore requires $\beta<2/(1+\lambda_{\max})$.

**Stability of the reciprocal.** An error $\delta p$ produces $\delta\epsilon\simeq4\pi\epsilon^2\delta p/D$. At fixed absolute error in $p/D$, the relative error of $\epsilon$ grows as $\epsilon$. For strongly screening slabs, $1/\epsilon_w$ is the safer quantity to store and compare.

## Worked example

The slab has 16 layers of period $a=5$ bohr, with two electrons per layer and $A=12$ bohr². Each layer is a Gaussian well of depth 0.7 hartree and width parameter 1 bohr. The wells are the given unperturbed effective potential, and the response is Hartree only. The parameters represent no material. The slab gap is 0.324 hartree.

**Plateau.** The bulk d/dk calculation gives $\epsilon=3.011$, and the slab centre with $\ell=a$ gives the same value on the same grid. Without the periodic induced potential the bulk result would be 3.759, so local fields matter here. The numbers in this example belong to a grid step of 0.125 bohr. Halving the step changes $\epsilon$ from 3.011 to 3.014, about 0.1%, and the zero-step limit is 3.015 (3.762 without local fields). In that limit $\alpha$ rises from 4.2558 to 4.2585 bohr, $\epsilon_{\rm cell}$ from 1.366 to 1.367, and the integrated $\epsilon_w-1$ by about 0.3 bohr; $L_d$, the interface variances and the 10–90% widths keep the digits shown.

**Need for averaging.** In the central cell the unaveraged $E/D$, sampled on this grid, runs from 0.0014 to 0.618. Its pointwise reciprocal would run from about 1.6 to about 700, within a medium of permittivity 3.01. The upper value is not even converged: the field nearly vanishes at the well centre, so a finer grid gives a reciprocal of several thousand there.

**Ripple.** The first-harmonic amplitude is $F=0.308$. For $\ell=1.1a$ the box factor has magnitude 0.0894, so

$$\Delta\epsilon\simeq(3.011)^2(0.3076)(0.0894)=0.249 .$$

The computed half peak-to-peak ripple is 0.256, or 8.5% of $\epsilon$. At $\ell=1.5a$ it is 0.616, or 20%: a longer window can be worse. Near $\ell=a$ the coefficient $\epsilon F$ is 0.93, so a 1% error in the window length gives a ripple of about 0.9% of $\epsilon$.

A Gaussian with the same variance as the one-period box, $\sigma=a/\sqrt{12}$, still passes 19% of the first harmonic. With $\sigma=a/2$ it passes 0.7%, but its variance, $a^2/4$, is three times that of the box.

**Thickness.** The polarizability per area is $\alpha=4.2558$ bohr, so

$$L_d=\frac{4\pi(4.2558)}{1-0.33214}=\frac{53.48}{0.66786}=80.08\ \text{bohr}=4.24\ \text{nm}.$$

This exceeds 16 periods by 0.04 bohr per face. When a layer is added to a thick slab, the interfaces are unchanged and $4\pi\alpha$ grows by $a(1-1/\epsilon)$. The 12-layer value, 3.1928 bohr, then gives

$$1-\frac1\epsilon=\frac{4\pi(4.2558-3.1928)}{20}=0.6679,$$

and again $\epsilon=3.011$. This route needs no window.

**Periodic cell.** A 4-layer slab has $\alpha=1.0670$ bohr. In a 50 bohr cell, $1-4\pi(1.0670)/50=0.7318$, so $\epsilon_{\rm cell}=1.366$. The d/dk calculation for the repeated slab gives the same value. It describes slab plus vacuum.

**Interface.** For $\ell=a$ the interface variance is 2.62 bohr²; a sharp uniform slab, whose ramp is straight, would give $\ell^2/12=25/12=2.08$ bohr². For $\ell=2a$ the law predicts $2.62+6.25=8.87$ bohr², as computed. The 10–90% widths are 3.73 and 7.39 bohr, somewhat below the $0.8\ell$ of a sharp uniform slab. The slope of the ramp explains why they need not equal $0.8\ell$:

$$-\frac{d}{dz}\frac1{\epsilon_w}=\frac{E(z-\ell/2)-E(z+\ell/2)}{D\ell}.$$

While one end of the box is in vacuum, the other samples the field in the slab, which oscillates and also differs near the face from its interior form, so the ramp is not straight.

**Integrated $\epsilon_w-1$.** This falls from 157.1 bohr at $\ell=a$ to 146.7 bohr at $4a$, a change of 6.6% relative to the first value. The sharp-slab formula gives 157.5 and 146.8 bohr. Over the same windows the integral of $1-1/\epsilon_w$ stays at 53.48 bohr.

**Oversized window.** A 120 bohr box gives $1-53.48/120=0.554$ at the centre, an apparent permittivity of 1.80.

## Failure modes

- **No plateau.** A box leaves a plateau of length about $L_d-\ell$, less the intrinsic interface regions. If this is not clearly positive, use the growth of $\alpha$ with thickness instead, and check that the slope has settled, since it gives the bulk value only once the two faces no longer interact. In the example, the step from 1 to 2 layers gives $\epsilon$ too high by 1%, the step from 2 to 3 by 0.14%, and the step from 3 to 4 by 0.02%.
- **Mismatched period.** If relaxation makes the layer spacing vary, one box cannot remove all the ripple. Two materials with periods $a_1$ and $a_2$ can be treated with two successive boxes. Their transforms multiply, so the zeros of both are kept, and their variances add.
- **Zero or negative $1/\epsilon_w$.** The averaged field may vanish or reverse locally. The field profile remains valid, but its reciprocal diverges or changes sign and should not be read as a material constant.
- **Residual charge.** A net induced charge $Q$ per area leaves $p=-Q$ on the far side, and hence a false vacuum field. Correct the charge calculation before averaging; a wider window does not remove the offset.
- **Finite fields.** If the response is found by differences, use $[\rho(D)-\rho(-D)]/(2D)$, which cancels even orders in $D$. The third-order response leaves an error proportional to $D^2$, so check that halving $D$ does not change the result. The field must also be small enough to keep the occupied and empty levels from crossing.
- **Overinterpreted interfaces.** Structure narrower than the window is not resolved. Report the window with the profile, and compare slabs through $\alpha$ or $L_d$, which do not depend on it.

Results for further window lengths are in the numerical output below.

## Table of computed values

```
layers 16, period 5.0 bohr, area 12.0 bohr^2
well depth 0.7 hartree, well width 1.0 bohr
grid step 0.125 bohr, vacuum each side 15.0 bohr
highest occupied level -0.3316 hartree
slab gap 0.3239 hartree
finite-field density, relative error 9.1e-08
bulk eps from d/dk 3.01078
bulk eps without local fields 3.75885
bulk eps at half grid step 3.01364
slab-centre eps, box of one period 3.01078
bulk 1/eps 0.33214
unaveraged E/D in central cell: min 0.0014
unaveraged E/D in central cell: max 0.6178
first-harmonic amplitude of E/D 0.30764
box/period; half peak-to-peak eps; first-harmonic estimate
  0.8; 0.66910; 0.65221
  0.9; 0.30526; 0.30479
  1.0; 0.00000; 0.00000
  1.1; 0.25552; 0.24937
  1.5; 0.61605; 0.59179
  2.0; 0.00000; 0.00000
Gaussian sigma/period; factor at first G; half ripple of 1/eps
  0.2887; 0.19303; 0.059383
  0.4000; 0.04250; 0.013075
  0.5000; 0.00719; 0.002213
slab polarizability per area 4.25576 bohr
integral of 1-1/eps 53.4795 bohr
dielectric thickness 80.0759 bohr
dielectric thickness 4.2374 nm
layers times period 80.0 bohr
boundary shift per face 0.0380 bohr
box/period; variance bohr^2; 10-90% width bohr
  1; 2.6186; 3.7281
  2; 8.8686; 7.3921
  3; 19.2853; 11.4820
  4; 33.8686; 15.7326
box/period; integral eps-1 bohr; sharp-boundary formula bohr
  1; 157.084; 157.465
  2; 153.705; 153.914
  3; 150.219; 150.364
  4; 146.703; 146.813
box 120 bohr: apparent centre eps 1.8040
12-layer polarizability per area 3.19283 bohr
bulk eps from 12 and 16 layers 3.01078
4-layer polarizability per area 1.06696 bohr
4-layer supercell length 50 bohr
supercell eps from d/dk 1.36641
supercell eps from isolated slab 1.36641
```
